# The Rytova–Keldysh Interaction of Charges in a Polarizable Sheet: a numerical check

```python
"""Rytova-Keldysh interaction of charges in a polarizable sheet.

Result under test, for a point charge Q in a sheet at z = 0:
    phi(q)   = Q / (2 eps0 kappa q (1 + r0 q))
    phi(rho) = Q / (4 pi eps0 kappa r0) * F(rho/r0)
    F(x)     = (pi/2) (H0(x) - Y0(x))      H0: Struve, Y0: Neumann
chi   : in-plane sheet polarizability (dipole per area = eps0 chi E), nm
kappa : mean relative permittivity of the two half-spaces
r0    : screening length chi / (2 kappa), nm
Lengths are in nm, wave numbers in 1/nm, energies in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import struve, y0, y1, ellipkm1

chi = 8.0
eps_above, eps_below = 1.0, 3.0
kappa = (eps_above + eps_below) / 2
r0 = chi / (2 * kappa)
r0_vacuum = chi / 2
e_over_eps0 = const.e / const.epsilon_0 * 1e9       # eV nm
coulomb = e_over_eps0 / (4 * np.pi)                 # eV nm


def F(x):
    return np.pi / 2 * (struve(0, x) - y0(x))


def F_slope(x):
    return 1 - np.pi / 2 * (struve(1, x) - y1(x))


def sheet_phi(q):
    """Potential phi(q) in units of Q/eps0."""
    return 1 / (2 * kappa * q * (1 + r0 * q))


def slab_solution(q, d):
    """Linear finite elements for Poisson's equation across a slab.

    The in-plane polarizability chi and the unit charge are spread
    evenly over the thickness d. Returns the nodes, the potential and
    its average over the slab, in units of Q/eps0.
    """
    half = d / 2
    inner = np.linspace(0, half, 41)[:-1]
    outer = np.geomspace(half, 30 / q, 4001)
    positive = np.concatenate([inner, outer])
    z = np.concatenate([-positive[:0:-1], positive])
    h = np.diff(z)
    middle = (z[1:] + z[:-1]) / 2
    inside = np.abs(middle) < half
    eps = np.where(middle > 0, eps_above, eps_below)
    eps_parallel = eps + inside * chi / d
    own = eps / h + q**2 * eps_parallel * h / 3
    coupling = -eps / h + q**2 * eps_parallel * h / 6
    bands = np.zeros((2, z.size))
    bands[0, 1:] = coupling
    bands[1, :-1] += own
    bands[1, 1:] += own
    load = np.zeros(z.size)
    load[:-1] += inside * h / (2 * d)
    load[1:] += inside * h / (2 * d)
    phi = solveh_banded(bands, load)
    return z, phi, load @ phi


# Reciprocal space: zero-thickness limit of the slab solution.
# The tolerance covers the finite-element error of order (q h)^2.
worst_q = 0.0
for q in (0.05, 0.5, 2.0):
    thick = slab_solution(q, 0.001)[2]
    z, phi, thin = slab_solution(q, 0.0005)
    limit = 2 * thin - thick
    worst_q = max(worst_q, abs(limit / sheet_phi(q) - 1))
    for side in (-1, 1):
        decay = np.interp(side / q, z, phi) / np.interp(0, z, phi)
        assert abs(decay - np.exp(-1)) < 2e-3
assert worst_q < 1e-5

# Real space: Bessel integral and Laplace integral against F.
worst_F = 0.0
for x in (0.3, 1.0, 4.0):
    bessel = mp.quadosc(lambda t: mp.besselj(0, x * t) / (1 + t),
                        [0, mp.inf], omega=x)
    laplace = quad(lambda u: np.exp(-x * u) / np.sqrt(1 + u * u),
                   0, np.inf)[0]
    worst_F = max(worst_F, abs(float(bessel) - F(x)))
    assert abs(laplace - F(x)) < 1e-7
assert worst_F < 1e-7


def log_laplacian(s, h=0.02):
    """Second derivative of F with respect to s = ln x.

    It equals x^2 times the two-dimensional Laplacian of F.
    """
    f = F(np.exp(s + h * np.arange(-2, 3)))
    return (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * h * h)


def potential_of_cloud(x):
    """Coulomb potential at x of the charge cloud, summed over rings."""
    def integrand(s):
        ring = np.exp(s)
        m1 = max(((x - ring) / (x + ring))**2, 1e-30)
        kernel = 2 / np.pi * ellipkm1(m1) / (x + ring)
        return log_laplacian(s) * kernel
    cuts = (np.log(1e-7), np.log(x), np.log(3e3))
    return sum(quad(integrand, a, b, epsabs=1e-8, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


worst_cloud = 0.0
for x in (0.4, 1.5, 5.0):
    worst_cloud = max(worst_cloud, abs(potential_of_cloud(x) - F(x)))
    assert abs(log_laplacian(np.log(x)) / x - (1 - x * F(x))) < 1e-6
assert worst_cloud < 1e-6


# Charge of the cloud inside a circle.
def enclosed(x):
    return 1 + x * F_slope(x)


for x in (0.5, 1.0, 5.0):
    direct = quad(lambda t: 1 - t * F(t), 0, x)[0]
    assert abs(direct - enclosed(x)) < 1e-7
assert abs((1 - enclosed(200.0)) * 200 - 1) < 1e-3
half_radius = r0 * brentq(lambda x: enclosed(x) - 0.5, 0.01, 50)

# Limits: check the size of the first omitted term in each.
x = 1e-3
assert abs((F(x) - np.log(2 / x) + np.euler_gamma) / x - 1) < 5e-3
x = 40.0
assert abs((1/x - 1/x**3 + 9/x**5 - F(x)) * x**7 / 225 - 1) < 0.05

# Contact shift between suspended and supported sheet, from q space.
log_scale = e_over_eps0 / (2 * np.pi * chi)
shift = log_scale * np.log(r0_vacuum / r0)
shift_direct = e_over_eps0 / (2 * np.pi) * quad(
    lambda q: 1 / (2 + chi * q) - 1 / (2 * kappa + chi * q),
    0, np.inf)[0]
assert abs(shift - shift_direct) < 1e-6


def energy(rho, mean_eps):
    length = chi / (2 * mean_eps)
    return coulomb / (mean_eps * length) * F(rho / length)


assert abs(energy(1e-4, 1.0) - energy(1e-4, kappa) - shift) < 1e-4

print(f"sheet polarizability chi = {chi:.1f} nm")
print(f"Gaussian polarizability chi/(4 pi) = {chi/(4*np.pi):.4f} nm")
print(f"permittivity above, below = {eps_above:.1f}, {eps_below:.1f}")
print(f"mean permittivity kappa = {kappa:.1f}")
print(f"screening length r0, supported = {r0:.1f} nm")
print(f"screening length r0, suspended = {r0_vacuum:.1f} nm")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV nm")
print(f"energy scale e^2/(2 pi eps0 chi) = {log_scale:.5f} eV")
print("Reciprocal space, supported sheet:")
print("q (1/nm) | kappa(1+r0 q) | U(q) (eV nm^2) | Coulomb (eV nm^2)")
for q in (0.1, 0.5, 1.0, 2.0):
    bare = e_over_eps0 / (2 * kappa * q)
    print(f"{q:.1f} | {kappa*(1+r0*q):.2f} | "
          f"{e_over_eps0*sheet_phi(q):.4f} | {bare:.4f}")
print("Real space, repulsion energy of two elementary charges (eV):")
print("rho (nm) | x | F(x) | supported | Coulomb/kappa | log form"
      " | suspended")
for rho in (0.2, 0.5, 1.0, 2.0, 5.0, 10.0, 20.0):
    x = rho / r0
    log_form = log_scale * (np.log(2 / x) - np.euler_gamma)
    print(f"{rho:.1f} | {x:.2f} | {F(x):.5f} | "
          f"{energy(rho, kappa):.5f} | {coulomb/(kappa*rho):.5f} | "
          f"{log_form:.5f} | {energy(rho, 1.0):.5f}")
print(f"contact shift, suspended minus supported = {shift:.5f} eV")
print(f"same shift by integration over q = {shift_direct:.5f} eV")
print("Charge cloud, supported sheet:")
for radius in (1.0, 2.0, 10.0, 20.0):
    print(f"fraction of Q within {radius:.0f} nm = "
          f"{enclosed(radius/r0):.4f}")
print(f"radius holding half of Q = {half_radius:.3f} nm")
print("Sheet formula against a model slab 0.6 nm thick:")
for q in (0.1, 0.5, 1.0, 2.0):
    slab = slab_solution(q, 0.6)[2]
    print(f"q = {q:.1f} 1/nm: sheet/slab - 1 = "
          f"{100*(sheet_phi(q)/slab-1):.2f} percent")
print(f"largest relative error, zero-thickness limit = {worst_q:.1e}")
print(f"largest error of F against Bessel integral = {worst_F:.1e}")
print(f"largest error of F against cloud potential = {worst_cloud:.1e}")
print("tests ok")
```

Output:

```
sheet polarizability chi = 8.0 nm
Gaussian polarizability chi/(4 pi) = 0.6366 nm
permittivity above, below = 1.0, 3.0
mean permittivity kappa = 2.0
screening length r0, supported = 2.0 nm
screening length r0, suspended = 4.0 nm
e^2/(4 pi eps0) = 1.43996 eV nm
energy scale e^2/(2 pi eps0 chi) = 0.35999 eV
Reciprocal space, supported sheet:
q (1/nm) | kappa(1+r0 q) | U(q) (eV nm^2) | Coulomb (eV nm^2)
0.1 | 2.40 | 37.6982 | 45.2378
0.5 | 4.00 | 4.5238 | 9.0476
1.0 | 6.00 | 1.5079 | 4.5238
2.0 | 10.00 | 0.4524 | 2.2619
Real space, repulsion energy of two elementary charges (eV):
rho (nm) | x | F(x) | supported | Coulomb/kappa | log form | suspended
0.2 | 0.10 | 2.50987 | 0.90353 | 3.59991 | 0.87064 | 1.13724
0.5 | 0.25 | 1.71158 | 0.61615 | 1.43996 | 0.54079 | 0.83075
1.0 | 0.50 | 1.18450 | 0.42641 | 0.71998 | 0.29126 | 0.61615
2.0 | 1.00 | 0.75461 | 0.27165 | 0.35999 | 0.04173 | 0.42641
5.0 | 2.50 | 0.36425 | 0.13113 | 0.14400 | -0.28812 | 0.23058
10.0 | 5.00 | 0.19368 | 0.06972 | 0.07200 | -0.53765 | 0.13113
20.0 | 10.00 | 0.09907 | 0.03567 | 0.03600 | -0.78718 | 0.06972
contact shift, suspended minus supported = 0.24953 eV
same shift by integration over q = 0.24953 eV
Charge cloud, supported sheet:
fraction of Q within 1 nm = 0.3033
fraction of Q within 2 nm = 0.4611
fraction of Q within 10 nm = 0.8168
fraction of Q within 20 nm = 0.9027
radius holding half of Q = 2.340 nm
Sheet formula against a model slab 0.6 nm thick:
q = 0.1 1/nm: sheet/slab - 1 = 1.39 percent
q = 0.5 1/nm: sheet/slab - 1 = 4.30 percent
q = 1.0 1/nm: sheet/slab - 1 = 6.03 percent
q = 2.0 1/nm: sheet/slab - 1 = 8.01 percent
largest relative error, zero-thickness limit = 4.2e-07
largest error of F against Bessel integral = 2.5e-16
largest error of F against cloud potential = 3.1e-07
tests ok
```
